# Gamma matrices in any dimension: construction, size and inequivalent classes

## Two and three generators

Take two matrices that square to one and anticommute:

$$\Gamma_1^2=\Gamma_2^2=1,\qquad \Gamma_1\Gamma_2=-\Gamma_2\Gamma_1. \tag{1}$$

Ordinary numbers cannot do this, because they commute: (1) would give $\Gamma_1\Gamma_2=0$, although neither factor vanishes. Size 2 is enough, since the Pauli matrices $\sigma_1,\sigma_2$ satisfy (1).

Now ask for a third matrix $\Gamma_3$ of size 2 that squares to one and anticommutes with both $\sigma_1$ and $\sigma_2$. The product $\sigma_3\Gamma_3$ commutes with $\sigma_1$ and $\sigma_2$, because moving either of them through the two factors gives two minus signs. A $2\times2$ matrix commuting with $\sigma_1$ and $\sigma_2$ also commutes with their product $i\sigma_3$. Commuting with $\sigma_3$ makes it diagonal, and commuting with $\sigma_1$ makes the diagonal entries equal. Hence $\sigma_3\Gamma_3=z$ is a number, $\Gamma_3=z\sigma_3$, and $\Gamma_3^2=1$ gives $z=\pm1$.

The third generator needs no larger matrices, but it comes with a choice of sign. No change of basis removes the choice. From $\sigma_1\sigma_2=i\sigma_3$,

$$\Gamma_1\Gamma_2\Gamma_3=\sigma_1\sigma_2(z\sigma_3)=iz, \tag{2}$$

which is a multiple of the unit matrix, and a similarity transformation leaves such a matrix as it is. Both features persist in higher dimension: generators added in pairs double the size, and a last unpaired generator brings a sign.

## Statement and conventions

Let $d\ge1$ and let $\eta^{\mu\nu}$ be diagonal with entries $\pm1$, of which $q$ are negative. We seek finite complex matrices obeying

$$\gamma^\mu\gamma^\nu+\gamma^\nu\gamma^\mu=2\eta^{\mu\nu}\,1. \tag{3}$$

Neither hermiticity nor unitarity is assumed. A solution is irreducible if no subspace other than zero and the whole space is mapped into itself by all the $\gamma^\mu$. Two solutions are equivalent if a single invertible $S$ gives $\gamma'^\mu=S\gamma^\mu S^{-1}$ for every $\mu$. With $k=\lfloor d/2\rfloor$, the integer part of $d/2$, the claims are:

- every irreducible solution has size $2^k$, and one exists for every $d$ and every signature;
- for even $d$ all irreducible solutions are equivalent;
- for odd $d$ there are two classes of them, exchanged by $\gamma^\mu\to-\gamma^\mu$.

The signature can be removed first. Number the directions $a=1,\dots,d$ and write $\gamma=\Gamma_a$ where $\eta=+1$ and $\gamma=i\Gamma_a$ where $\eta=-1$. Since $(i\Gamma_a)^2=-\Gamma_a^2$, condition (3) becomes

$$\{\Gamma_a,\Gamma_b\}\equiv\Gamma_a\Gamma_b+\Gamma_b\Gamma_a=2\delta_{ab}. \tag{4}$$

Factors of $i$ change neither the invariant subspaces nor the similarities, so it suffices to study (4).

The word "complex" matters here. Suppose two anticommuting real $2\times2$ matrices $J,X$ were both to square to $-1$. A real vector $v$ and $Jv$ are independent, since $J$ has no real eigenvalue. In the basis $(Jv,v)$,

$$J=\begin{pmatrix}0&1\\-1&0\end{pmatrix},\qquad JX+XJ=0\;\Rightarrow\; X=\begin{pmatrix}p&q'\\q'&-p\end{pmatrix},\quad X^2=(p^2+q'^2)\,1. \tag{5}$$

The square is never $-1$. Over the complex numbers $i\sigma_1,i\sigma_2$ do the job at size 2. The size $2^k$ is therefore a statement about complex matrices, and real ones may have to be larger.

## The tensor-product construction

Use $k$ two-valued slots. For $j=1,\dots,k$ set

$$\begin{aligned}\Gamma_{2j-1}&=\sigma_3^{\otimes(j-1)}\otimes\sigma_1\otimes1^{\otimes(k-j)},\\ \Gamma_{2j}&=\sigma_3^{\otimes(j-1)}\otimes\sigma_2\otimes1^{\otimes(k-j)}.\end{aligned} \tag{6}$$

Tensor products multiply slot by slot, and every Pauli matrix squares to one, so each $\Gamma_a^2=1$. The two members of pair $j$ differ in slot $j$ alone, where $\sigma_1$ and $\sigma_2$ anticommute. For members of different pairs $i<j$, slot $i$ holds $\sigma_1$ or $\sigma_2$ in the first matrix and $\sigma_3$ in the second, which gives one minus sign. In every other slot the factors are equal or one of them is the unit matrix, so they commute. The total sign is $-1$, and (4) holds. The strings of $\sigma_3$ are what make different pairs anticommute; without them they would commute.

For odd $d$ one more matrix is needed. Define, in any solution,

$$G=(-i)^k\,\Gamma_1\Gamma_2\cdots\Gamma_{2k}. \tag{7}$$

In (6) the product $\Gamma_{2j-1}\Gamma_{2j}$ has $\sigma_3^2=1$ in the slots before $j$ and $\sigma_1\sigma_2=i\sigma_3$ in slot $j$. The $k$ factors of $i$ cancel $(-i)^k$, leaving

$$G=\sigma_3^{\otimes k}. \tag{8}$$

This squares to one. It anticommutes with each matrix in (6), because slot $j$ gives a minus sign and the others give none. Hence

$$\Gamma_{2k+1}=z\,\sigma_3^{\otimes k},\qquad z=\pm1, \tag{9}$$

completes the set for $d=2k+1$. For $d=1$ there are no slots and (9) is the number $\pm1$. For $d=4$ the list is $\sigma_1\otimes1,\ \sigma_2\otimes1,\ \sigma_3\otimes\sigma_1,\ \sigma_3\otimes\sigma_2$, and $d=5$ adds $\pm\sigma_3\otimes\sigma_3$.

So size $2^k$ is attainable. It remains to show that these matrices are irreducible and that no irreducible solution has another size.

## Ladder matrices in an arbitrary solution

Let $V\neq0$ be the space on which some solution of (4) acts, with nothing else known about it. Combine the first $2k$ generators in pairs:

$$a_j=\tfrac12(\Gamma_{2j-1}+i\Gamma_{2j}),\qquad b_j=\tfrac12(\Gamma_{2j-1}-i\Gamma_{2j}). \tag{10}$$

If the $\Gamma_a$ are hermitian, $b_j=a_j^\dagger$, but this is not needed. From (4), anticommutators of an odd-numbered with an even-numbered generator vanish, so

$$\begin{aligned}\{a_i,b_j\}&=\tfrac14\big(\{\Gamma_{2i-1},\Gamma_{2j-1}\}+\{\Gamma_{2i},\Gamma_{2j}\}\big)=\tfrac14(2\delta_{ij}+2\delta_{ij})=\delta_{ij},\\ \{a_i,a_j\}&=\tfrac14(2\delta_{ij}-2\delta_{ij})=0,\qquad \{b_i,b_j\}=0.\end{aligned} \tag{11}$$

The plus sign in the first line comes from $(i)(-i)=1$, the minus sign in the second from $i^2=-1$. In particular $a_j^2=b_j^2=0$. These are the relations of $k$ fermionic modes, although no particles have been introduced.

**A vacuum exists.** Take any $v\ne0$ and go through $j=1,\dots,k$. If $a_jv=0$, keep $v$; otherwise replace $v$ by $a_jv$, which is nonzero and is annihilated by $a_j$ because $a_j^2=0$. An earlier $a_i$ that annihilated $v$ still does so, since $a_ia_jv=-a_ja_iv=0$. The procedure ends at a vector $\Omega\neq0$ with

$$a_j\Omega=0\qquad (j=1,\dots,k). \tag{12}$$

If $v$ lies in an invariant subspace, so does $\Omega$.

**The tower has $2^k$ independent vectors.** For $n_j\in\{0,1\}$ define

$$|n_1\dots n_k\rangle=b_1^{n_1}b_2^{n_2}\cdots b_k^{n_k}\,\Omega. \tag{13}$$

None of them vanishes. To see this, let $b_j$ be the leftmost factor present and $x$ the vector it acts on. As $x$ contains no $b_j$, moving $a_j$ through it to $\Omega$ costs signs only, so $a_jx=0$ and $a_jb_jx=x-b_ja_jx=x$. Stripping off the factors one after another leads back to $\Omega\ne0$.

Next let $N_j=b_ja_j$. It commutes with $b_i$ for $i\neq j$, because two sign changes cancel, and

$$N_jb_j=b_j(1-b_ja_j)=b_j,\qquad N_j\Omega=0. \tag{14}$$

Therefore $N_j|n_1\dots n_k\rangle=n_j|n_1\dots n_k\rangle$. The $2^k$ vectors have different lists of eigenvalues. In a vanishing linear combination, the product over $j$ of $N_j$ (where $n_j=1$) or $1-N_j$ (where $n_j=0$) removes every term but the chosen one, so each coefficient is zero. The vectors are independent.

**Their span is invariant.** Moving $a_j$ or $b_j$ to its place in (13) passes $n_1+\dots+n_{j-1}$ factors. With $s_j=(-1)^{n_1+\dots+n_{j-1}}$,

$$\begin{aligned}b_j|\dots n_j\dots\rangle&=s_j\,(1-n_j)\,|\dots1\dots\rangle,\\ a_j|\dots n_j\dots\rangle&=s_j\,n_j\,|\dots0\dots\rangle .\end{aligned} \tag{15}$$

Solving (10) gives

$$\Gamma_{2j-1}=a_j+b_j,\qquad \Gamma_{2j}=-i(a_j-b_j), \tag{16}$$

so $\Gamma_1,\dots,\Gamma_{2k}$ keep the span within itself.

## Even dimension: one size, one class

Let $d=2k$. Any nonzero invariant subspace contains a vacuum and hence $2^k$ independent vectors. If $V$ is irreducible, the invariant span of (13) must be all of $V$, so

$$\dim V=2^k. \tag{17}$$

Conversely, the matrices (6) act on a space of dimension $2^k$, and a nonzero invariant subspace already needs that many dimensions. They are irreducible.

Uniqueness follows because (15) contains no free parameter. Order each slot as $n_j=0,1$. The sign $s_j$ is then $\sigma_3$ in each slot before $j$, and in slot $j$

$$a\to\begin{pmatrix}0&1\\0&0\end{pmatrix},\quad b\to\begin{pmatrix}0&0\\1&0\end{pmatrix},\quad a+b\to\sigma_1,\quad -i(a-b)\to\sigma_2. \tag{18}$$

By (16) the generators in the basis (13) are the matrices (6). Every irreducible solution is thus similar to the tensor-product one, and any two are similar to each other.

In particular $\{-\Gamma_a\}$ must be similar to $\{\Gamma_a\}$. The matrix that does it is $G$: moving $\Gamma_a$ through (7) passes $2k-1$ other factors and itself, so

$$G\Gamma_aG^{-1}=-\Gamma_a\qquad(a\le2k). \tag{19}$$

As a consequence, the trace of a product of an odd number of gamma matrices equals minus itself and vanishes in even $d$.

**Reducible solutions.** The same ladder resolves a solution that is not irreducible. From (11), $N_j^2=b_j(1-b_ja_j)a_j=N_j$, and the $N_j$ commute, so $V$ splits into joint eigenspaces $V_n$. The one with all $n_j=0$ is the vacuum space $K$, because $a_j=a_jb_ja_j=a_jN_j$ vanishes where $N_j$ does. Between $n_j=0$ and $n_j=1$ the maps $b_j$ and $a_j$ are inverse to each other, as $b_ja_j=1$ on the latter and $a_jb_j=1-N_j=1$ on the former. All $2^k$ eigenspaces have the dimension of $K$, and

$$\dim V=2^k\dim K. \tag{20}$$

A basis of $K$ generates $\dim K$ towers that together fill $V$, each a copy of (6).

## Odd dimension: the same size, two classes

Let $d=2k+1$. Equations (10)–(16) and (20) still hold for the first $2k$ generators; the last one remains to be placed. By (16) and (11),

$$\Gamma_{2j-1}\Gamma_{2j}=-i(a_j+b_j)(a_j-b_j)=i(a_jb_j-b_ja_j)=i(1-2N_j), \tag{21}$$

so $G=\prod_j(1-2N_j)$ and $G^2=1$ in every solution. Define

$$Z=G\,\Gamma_{2k+1}. \tag{22}$$

The last generator anticommutes with each of the $2k$ factors of $G$ and so commutes with $G$. Hence $Z$ commutes with $\Gamma_{2k+1}$, and $Z^2=G^2\Gamma_{2k+1}^2=1$. For $a\le2k$ both factors of $Z$ anticommute with $\Gamma_a$, so $Z$ commutes with $\Gamma_a$ as well.

Since $Z^2=1$, the space is the sum of the parts $\tfrac12(1\pm Z)V$, on which $Z=\pm1$. Both are invariant because $Z$ commutes with all generators. In an irreducible solution one of them is zero, and $Z$ is a number $z=\pm1$. Multiplying (22) by $G$ gives

$$\Gamma_{2k+1}=z\,G. \tag{23}$$

The last generator is thus a product of the others up to a constant factor, $z(-i)^k$. The span of a tower (13) is invariant under it too, so an irreducible $V$ again has dimension $2^k$. In the tower basis the generators are (6) and (9). There are at most two classes, one for each $z$. Both occur, since (6) alone is already irreducible.

They are different. If $\Gamma'_a=S\Gamma_aS^{-1}$ for all $a$, then $Z'=SZS^{-1}=z$, so equivalent solutions have equal $z$. The reversal $\Gamma_a\to-\Gamma_a$ multiplies $Z$, a product of $2k+1$ generators, by $-1$, and exchanges the classes. In the original signature, restoring the factors of $i$ gives

$$\gamma^1\gamma^2\cdots\gamma^d=i^{\,k+q}\,z, \tag{24}$$

with $i^k$ from (7) and $i^q$ from the $q$ negative directions. The trace of this odd product is $2^k i^{k+q}z$, not zero: the even-dimensional trace rule fails because (19) has no counterpart for all $2k+1$ generators.

The distinction concerns the gamma matrices themselves. Products $\gamma^\mu\gamma^\nu$, and with them the spin generators $\tfrac i4[\gamma^\mu,\gamma^\nu]$, do not change under $\gamma^\mu\to-\gamma^\mu$.

**Dropping a generator.** Take the irreducible matrices for $d=2k+2$, of size $2^{k+1}$, and use only the first $2k+1$. By (20) they contain two blocks of size $2^k$. The omitted generator anticommutes with all $2k+1$ factors of $Z$, hence with $Z$, and therefore maps $Z=+1$ vectors to $Z=-1$ vectors and back. There is one block of each class. Using three of the four-dimensional Dirac matrices in three dimensions thus puts both classes side by side.

## A solution taken apart

The argument gives a recipe for analysing a given set of matrices. Consider $d=5$, where $k=2$ and the irreducible size is 4. Two copies of the class $z=+1$ and one copy of $z=-1$ were placed in a $12\times12$ block matrix and hidden by a random, non-unitary change of basis. The result is far from hermitian: the largest entry of $|\Gamma_a-\Gamma_a^\dagger|$ is 2.7.

The common null space of $a_1$ and $a_2$ has dimension 3, in accordance with (20), $12=4\times3$. Let $m_\pm$ be the numbers of blocks with $z=\pm1$. Then $m_++m_-=3$. Each block contributes $4z$ to the trace of $Z$, which is found to be 4, so $m_+-m_-=4/4=1$ and

$$m_+=\tfrac12(3+1)=2,\qquad m_-=\tfrac12(3-1)=1. \tag{25}$$

The choice of vacuum matters. A vacuum obtained from a random vector has parts in both classes, $\Omega=\Omega_++\Omega_-$. Its tower spans 4 dimensions and is closed under $\Gamma_1,\dots,\Gamma_4$. Adding the images under $\Gamma_5$ raises the dimension to 8. The reason is $\Gamma_5=GZ$: the factor $Z$ turns $\Omega_++\Omega_-$ into $\Omega_+-\Omega_-$, so the towers on $\Omega_+$ and $\Omega_-$ appear separately, $4+4=8$. Starting instead from $\tfrac12(1\pm Z)\Omega$, the tower stays at 4 dimensions under all five generators, and in its basis they agree with (6) and (9).

A second check uses no ladder. The $2^d$ ordered products of distinct abstract generators form a basis on which the generators act by left multiplication. A random hermitian matrix commuting with this action has eigenspaces that are invariant; each proved irreducible in the cases computed. For $d=6$ the 64 products split into 8 blocks of size 8, all of one class. For $d=7$ the 128 products split into 16 blocks, again of size 8, with 8 in each class. The counts follow from (20), $64/8=8$ and $128/8=16$. The equal division in $d=7$ follows from the trace: $Z$ is proportional to the product of all generators and carries each basis product into its complement, so it has no diagonal entries and $m_+=m_-$. The numerical output lists all cases from $d=1$ to $7$.

## What the sign means for a Dirac particle

In $2+1$ dimensions take $\eta=\mathrm{diag}(1,-1,-1)$, two-component spinors and, for the algebra, $\hbar=c=1$. Multiplying the free Dirac equation $(i\gamma^\mu\partial_\mu-m)\psi=0$ by $\gamma^0$ gives

$$i\partial_t\psi=H\psi,\qquad H=\alpha^1p_x+\alpha^2p_y+m\gamma^0,\qquad \alpha^i=\gamma^0\gamma^i. \tag{26}$$

The spin is $S=\tfrac i2\gamma^1\gamma^2$. It commutes with $\gamma^0$. Using $(\gamma^1)^2=(\gamma^2)^2=-1$, one has $[\gamma^1\gamma^2,\gamma^1]=2\gamma^2$ and $[\gamma^1\gamma^2,\gamma^2]=-2\gamma^1$, hence

$$[S,\alpha^1]=i\alpha^2,\qquad[S,\alpha^2]=-i\alpha^1. \tag{27}$$

For the orbital part $L=xp_y-yp_x$, $[L,p_x]=ip_y$ and $[L,p_y]=-ip_x$, so $[L,H]=i\alpha^1p_y-i\alpha^2p_x$. By (27), $[S,H]=i\alpha^2p_x-i\alpha^1p_y$. The sum vanishes and $L+S$ is conserved, which fixes the sign and scale of $S$ up to an added multiple of the unit matrix. That constant is zero for the Lorentz generator: the boost generators $K^i=\tfrac i2\gamma^0\gamma^i$ obey $[K^1,K^2]=\tfrac12\gamma^1\gamma^2=-iS$, and a commutator is traceless.

Here $k=1$ and $q=2$, so (24) reads $\gamma^0\gamma^1\gamma^2=i^3z=-iz$. Inserting $(\gamma^0)^2=1$,

$$S=\tfrac i2\gamma^0(\gamma^0\gamma^1\gamma^2)=\tfrac i2(-iz)\gamma^0=\tfrac z2\gamma^0. \tag{28}$$

At rest $H=m\gamma^0$, and the state of energy $+|m|$ has $\gamma^0=\mathrm{sgn}\,m$. Its spin, with $\hbar$ restored, is

$$\langle S\rangle=\tfrac{\hbar}{2}\,z\,\mathrm{sgn}(m). \tag{29}$$

The computed rest states, at energy $1.0\,|m|c^2$, have spin $+0.5\,\hbar$ for $z=+1,\ m>0$ and for $z=-1,\ m<0$, and $-0.5\,\hbar$ for the two mixed choices. For $m=0$ there is no rest state of this kind and (29) does not apply.

Changing the class has the same effect as changing the sign of the mass. This is visible in the equation itself, since $\gamma^\mu\to-\gamma^\mu$ turns $i\gamma^\mu\partial_\mu-m$ into $-(i\gamma^\mu\partial_\mu+m)$. The matrix $S$ is the same for $\gamma^\mu$ and $-\gamma^\mu$; what differs is which of its eigenvectors has positive energy at rest.

In even dimension the corresponding sign can be removed from the free equation. Put $\psi=G\psi'$ and use (19):

$$(i\gamma^\mu\partial_\mu-m)G\psi'=-G(i\gamma^\mu\partial_\mu+m)\psi'. \tag{30}$$

The field $\psi'$ obeys the equation with mass $-m$. In odd dimension no nonzero matrix anticommutes with all gamma matrices of an irreducible solution, for it would make the two classes equivalent if invertible. If it were not invertible, its null space would be invariant and so the whole space, leaving the zero matrix. The relative sign of $z$ and $m$ therefore survives every linear change of spinor basis. Maps involving complex conjugation, $\psi\to B\psi^*$, are a separate matter. In $4+1$ dimensions the product (24) is real, $\gamma^{\mu*}$ lies in the same class as $\gamma^\mu$, and such a map reverses $m$. In $2+1$ dimensions the product $-iz$ is imaginary, it is $-\gamma^{\mu*}$ that lies in the class of $\gamma^\mu$, and the map keeps $m$. There (29) shows the relative sign as the direction of the spin.

## Values computed for the example and the checks

```
Matrix size, commutant dimension, intertwiners Gamma to -Gamma
d=1: size 1, commutant 1, flip 0
d=2: size 2, commutant 1, flip 1
d=3: size 2, commutant 1, flip 0
d=4: size 4, commutant 1, flip 1
d=5: size 4, commutant 1, flip 0
d=6: size 8, commutant 1, flip 1
d=7: size 8, commutant 1, flip 0
d=8: size 16, commutant 1, flip 1
d=9: size 16, commutant 1, flip 0
Splitting the algebra acting on its own 2^d words
d=1: 2 words, 2 blocks of size 1, like +Gamma 1, like -Gamma 1
d=2: 4 words, 2 blocks of size 2, like +Gamma 2, like -Gamma 2
d=3: 8 words, 4 blocks of size 2, like +Gamma 2, like -Gamma 2
d=4: 16 words, 4 blocks of size 4, like +Gamma 4, like -Gamma 4
d=5: 32 words, 8 blocks of size 4, like +Gamma 4, like -Gamma 4
d=6: 64 words, 8 blocks of size 8, like +Gamma 8, like -Gamma 8
d=7: 128 words, 16 blocks of size 8, like +Gamma 8, like -Gamma 8
Scrambled solution, d=5 (all entries dimensionless)
matrix size: 12
largest entry of |Gamma - Gamma^dagger|: 2.725
dimension of vacuum space: 3
trace of Z: 4.000000
copies with z=+1: 2.000000, with z=-1: 1.000000
mixed vacuum, span of b-words: 4
mixed vacuum, after adding Gamma_1..4 images: 4
mixed vacuum, after adding Gamma_5 images: 8
pure vacuum, all five: z=+1 4, z=-1 4
real size-2 partner of J squares to (p**2 + q**2) times 1
Rest state in 2+1 dimensions: energy in |m|c^2, spin in hbar
z=+1, sign m=+1: g0g1g2 = -1.0i, energy 1.0, spin +0.5
z=+1, sign m=-1: g0g1g2 = -1.0i, energy 1.0, spin -0.5
z=-1, sign m=+1: g0g1g2 = +1.0i, energy 1.0, spin -0.5
z=-1, sign m=-1: g0g1g2 = +1.0i, energy 1.0, spin +0.5
```
